\section*{Zero-energy edge states of a semi-infinite zigzag graphene sheet, part 1}

(Sections cited here and not found follow in the second part.)

\section{Edge states from the recursion between rows}

\subsection{What symmetry fixes}

A graphene sheet fills the half-plane $y\le 0$ and ends in a straight zigzag edge along $x$. Each atom carries one orbital, orbitals on different atoms are orthogonal, all on-site energies are equal and taken as zero, and nearest neighbours are joined by the matrix element $-t$ with $t>0$. We look for states with $H\psi=0$ that decay into the sheet.

The form of the answer follows from four observations.

First, $t$ is the one energy in the problem. It is a common factor of $H$, so it drops out of $H\psi=0$. The allowed wavevectors $k$ along the edge can then depend only on the dimensionless product $ka$, where $a$ is the lattice constant.

Second, hopping joins atoms of sublattice $A$ to atoms of sublattice $B$ and never two atoms of the same sublattice. Let $S$ multiply amplitudes on $A$ by $+1$ and amplitudes on $B$ by $-1$. Then
\begin{equation}
SHS=-H .
\label{eq:chiral}
\end{equation}
If $H\psi=0$, then $HS\psi=-SH\psi=0$ as well, so the combinations $\psi\pm S\psi$ are also solutions. These are the parts of $\psi$ on $A$ alone and on $B$ alone. The two sublattices can be treated separately at zero energy.

Third, the sheet repeats itself from one row of atoms to the next. A $B$ atom has neighbours in two successive rows of $A$ atoms, so the condition $H\psi=0$ at that atom relates the amplitudes $A_n$ and $A_{n+1}$ of those two rows, with the same coefficients at every depth. Hence
\begin{equation}
A_{n+1}=\lambda(ka)\,A_n ,\qquad A_n=\lambda^n A_0 .
\label{eq:form}
\end{equation}

Fourth, the reflection $x\to-x$ maps the sheet onto itself and $k$ onto $-k$, so the set of allowed wavevectors is symmetric about $k=0$.

A state of the form (\ref{eq:form}) is normalizable when $|\lambda|<1$. What remains is to find $\lambda(ka)$, and to decide whether the $B$ sublattice carries states of its own.

\subsection{Geometry and Bloch equations}

The bond length is $b=a/\sqrt3$. Number the rows $n=0,1,2,\dots$ downwards from the edge and let $m$ be an integer that counts cells along the edge. The atoms sit at
\begin{align}
A_n:&\quad x=\left(m+\tfrac n2\right)a, & y&=-\tfrac32 nb,\\
B_n:&\quad x=\left(m+\tfrac{n+1}2\right)a, & y&=-\tfrac32 nb-\tfrac12 b .
\end{align}
From an atom $A_n$ to the nearest $B_n$ atoms the displacement is $\pm a/2$ along $x$ and $-b/2$ along $y$. The squared distance is $a^2/4+b^2/4=3b^2/4+b^2/4=b^2$, so these are two bonds. From $B_n$ to $A_{n+1}$ the displacement is zero along $x$ and $-\tfrac32b+\tfrac12b=-b$ along $y$, which is the third bond. An atom $A_n$ therefore has two neighbours $B_n$ and one neighbour $B_{n-1}$ straight above it. The edge atoms $A_0$ lack the neighbour $B_{-1}$. Successive rows are $\tfrac32b=\tfrac{\sqrt3}{2}a$ apart.

Translation by $a$ along the edge is a symmetry, so the states can be written as
\begin{equation}
\psi(\text{atom at }x)=e^{ikx}\times\{A_n\ \text{or}\ B_n\},
\qquad -\pi<ka\le\pi ,
\label{eq:bloch}
\end{equation}
with $x$ the true position of the atom. Acting with $H$ at an atom $A_n$ gives
\begin{equation}
(H\psi)(x)=-t\left[e^{ik(x+a/2)}B_n+e^{ik(x-a/2)}B_n+e^{ikx}B_{n-1}\right].
\end{equation}
The first two terms add to $2\cos(ka/2)\,e^{ikx}B_n$. Define
\begin{equation}
g(k)=2\cos\frac{ka}{2}.
\label{eq:g}
\end{equation}
Dividing by $e^{ikx}$, and doing the same at an atom $B_n$, one finds
\begin{align}
E A_n&=-t\left(gB_n+B_{n-1}\right),\qquad B_{-1}=0,
\label{eq:EA}\\
E B_n&=-t\left(gA_n+A_{n+1}\right).
\label{eq:EB}
\end{align}
For each $k$ the sheet has become a chain $A_0,B_0,A_1,B_1,\dots$ whose bonds alternate between strengths $tg$ and $t$. The chain begins with the bond $tg$, because each edge atom keeps its two lower neighbours and loses the upper one.

A shift of $k$ by $2\pi/a$ changes the sign of $g$. It also multiplies $e^{ikx}$ by $(-1)^n$ on $A_n$, apart from a common factor, so the physical state is unchanged. Results for normalization involve $|g|$, which has the full period $2\pi/a$.

\subsection{Solution at zero energy}

With $E=0$, equation (\ref{eq:EB}) gives
\begin{equation}
A_{n+1}=-gA_n\quad\Longrightarrow\quad A_n=(-g)^nA_0 .
\label{eq:An}
\end{equation}
The ratio in (\ref{eq:form}) is thus $\lambda=-g$. Equation (\ref{eq:EA}) gives
\begin{equation}
gB_0=0,\qquad gB_n=-B_{n-1}\quad(n\ge1).
\label{eq:Bn}
\end{equation}
If $g\ne0$, the first relation forces $B_0=0$. The second then gives $B_1=-B_0/g=0$, and by induction every $B_n$ vanishes. If $g=0$, the first relation is empty, but the second reads $B_{n-1}=0$ for all $n\ge1$, and again every $B_n$ vanishes. The state therefore lives on the sublattice of the edge atoms.

The sum of the probabilities over the rows is a geometric series,
\begin{equation}
\sum_{n=0}^{\infty}|A_n|^2=|A_0|^2\sum_{n=0}^\infty g^{2n}
=\frac{|A_0|^2}{1-g^2}\qquad(|g|<1),
\end{equation}
and it diverges for $|g|\ge1$. Setting it to one and choosing $A_0$ positive gives
\begin{equation}
A_n=\sqrt{1-g^2}\,(-g)^n,\qquad B_n=0 .
\label{eq:state}
\end{equation}
Since (\ref{eq:An}) leaves one free constant, there is one state for each allowed $k$ and each spin.

It remains to solve $|g|<1$. For $-\pi<ka\le\pi$ the angle $ka/2$ lies between $-\pi/2$ and $\pi/2$, where the cosine is not negative. The condition is $\cos(ka/2)<\tfrac12$, or $|ka|/2>\pi/3$:
\begin{equation}
\boxed{\;\frac{2\pi}{3}<|ka|\le\pi\;}
\label{eq:window}
\end{equation}
At $|ka|=2\pi/3$ one has $g=1$. The amplitude then has the same size in every row, the norm grows in proportion to the number of rows, and the state is not normalizable. The lower end of the window is excluded.

Normalization here refers to the depth direction; along the edge the state is a Bloch wave. A state normalizable in both directions is obtained by superposing wavevectors inside the window with a square-integrable weight. All components have zero energy, so such a packet is itself a stationary state and does not spread.

\subsection{Interference, depth and the end of the window}

The condition at a $B$ atom says that the amplitudes arriving from its three neighbours cancel. The two upper neighbours $A_n$ contribute $gA_n$ together, and the lower one must supply $-gA_n$. At $ka=\pi$ adjacent edge atoms have opposite signs, their contributions cancel without help, and the state sits entirely on the edge atoms. As $|k|$ decreases the cancellation between the upper pair worsens and more amplitude is needed below. Beyond $|g|=1$ each row would need more than the row above it.

Write the amplitude as $|A_n|\propto e^{-d/\xi}$ with depth $d=\tfrac{\sqrt3}{2}an$. Comparison with $|g|^n=e^{n\ln|g|}$ gives
\begin{equation}
\xi=-\frac{\sqrt3\,a}{2\ln|g|} .
\label{eq:xi}
\end{equation}
Near the end of the window put $|k|=2\pi/(3a)+q$ with $0<qa\ll1$. Expanding the cosine about $\pi/3$,
\begin{equation}
g=2\cos\left(\frac\pi3+\frac{qa}2\right)
\simeq1-2\sin\frac\pi3\cdot\frac{qa}{2}=1-\frac{\sqrt3}{2}qa ,
\end{equation}
so $\ln g\simeq-\tfrac{\sqrt3}{2}qa$ and
\begin{equation}
\xi\simeq\frac1q .
\label{eq:xiq}
\end{equation}
The lattice constant has dropped out: close to the end of the window the depth is set by the distance in wavevector alone.

The end of the window is where the bulk has zero-energy states. Far from the edge insert $A_n=\alpha e^{i\theta n}$ and $B_n=\beta e^{i\theta n}$ into (\ref{eq:EA}) and (\ref{eq:EB}):
\begin{equation}
E\alpha=-t(g+e^{-i\theta})\beta,\qquad E\beta=-t(g+e^{i\theta})\alpha .
\end{equation}
Multiplying the two equations and cancelling $\alpha\beta$ gives
\begin{equation}
E^2=t^2|g+e^{i\theta}|^2=t^2(1+g^2+2g\cos\theta).
\label{eq:bulk}
\end{equation}
The smallest value at fixed $k$ occurs for $g\cos\theta=-|g|$, which gives
\begin{equation}
|E|\ge t\,\bigl|1-|g|\bigr| .
\label{eq:gap}
\end{equation}
This gap closes at $|g|=1$, where $k$ is the projection of a Dirac point onto the edge. The edge state leaves the surface at the wavevector at which it meets the bulk bands.

\subsection{Number of states and their share of an edge orbital}

The window (\ref{eq:window}) has total length $2(\pi-2\pi/3)/a=2\pi/(3a)$, one third of the edge zone. Wavevectors are spaced with density $1/2\pi$ per unit length of edge, so
\begin{equation}
\frac{\text{edge states}}{\text{length and spin}}
=\frac1{2\pi}\cdot\frac{2\pi}{3a}=\frac1{3a}.
\label{eq:count}
\end{equation}
For an edge closed into a ring of $L$ cells, $ka=2\pi m/L$, and the window contains the integers with $L/3<m<2L/3$. For $L=12$ these are $5,6,7$, while $m=4$ and $m=8$ fall on the excluded ends. For $L=13$ they are $5,6,7,8$. Diagonalizing real-space sheets of 40 rows, with two zigzag edges and no use of $k$, gave 3 and 4 states per edge and spin with $|E|<10^{-4}t$.

An edge orbital takes part in these states with weight $|A_0|^2=1-g^2$. From $4\cos^2(\theta/2)=2+2\cos\theta$, with $\theta=ka$, this weight is $-1-2\cos\theta$. Its average over the zone is
\begin{align}
w&=\frac{2}{2\pi}\int_{2\pi/3}^{\pi}(-1-2\cos\theta)\,d\theta
=\frac1\pi\Bigl[-\theta-2\sin\theta\Bigr]_{2\pi/3}^{\pi}\nonumber\\
&=\frac1\pi\left(-\pi+\frac{2\pi}3+\sqrt3\right)
=\frac{\sqrt3}\pi-\frac13\approx0.218 .
\label{eq:share}
\end{align}
About 22\% of an edge orbital is concentrated at one energy. A sum over 96 wavevectors for a 60-row ribbon, keeping levels with $|E|<0.02t$, also gave 0.218; thresholds from $0.002t$ to $0.1t$ move this figure between 0.217 and 0.220.

\subsection{A graphene edge in numbers}

Take the rough typical values $a=0.246$~nm and $t=2.7$~eV. The window runs from $2\pi/(3a)=8.51$~nm$^{-1}$ to $\pi/a=12.77$~nm$^{-1}$. Choose $ka=0.75\pi$, that is $k=9.58$~nm$^{-1}$. Then
\begin{equation}
g=2\cos(0.375\pi)=0.7654,\qquad 1-g^2=1-0.5858=0.4142 .
\end{equation}
The edge atom holds 41\% of the probability, and each further row holds $g^2=0.586$ times the one above it. The first five rows carry
\begin{equation}
0.414,\quad0.243,\quad0.142,\quad0.083,\quad0.049,
\end{equation}
together 93\%. With rows $0.2130$~nm apart,
\begin{equation}
\xi=\frac{0.2130\ \text{nm}}{-\ln0.7654}=\frac{0.2130\ \text{nm}}{0.2674}=0.797\ \text{nm}.
\end{equation}
The distance from the end of the window is $q=1.064$~nm$^{-1}$. The limiting form (\ref{eq:xiq}) gives $0.940$~nm, which exceeds $\xi$ by 18\% of $\xi$; here $qa=0.26$ is not very small. The gap edges (\ref{eq:gap}) lie at $\pm2.7\times0.2346=\pm0.63$~eV, and the edge state sits midway between them.

\section{Edge states from the Green function, and a comparison}

\subsection{Symbols and results carried over}

At fixed edge wavevector $k$ the sheet is a chain $A_0,B_0,A_1,B_1,\dots$ that starts at the edge atom $A_0$. The matrix element is $-tg$ between $A_n$ and $B_n$, and $-t$ between $B_n$ and $A_{n+1}$, with $g=2\cos(ka/2)$ and $a$ the lattice constant. The operator $S$ reverses the sign on $B$ atoms and satisfies $SHS=-H$. The recursion between rows gave the normalized zero-energy state $A_n=\sqrt{1-g^2}\,(-g)^n$, $B_n=0$, for $|g|<1$, which means $2\pi/3<|ka|\le\pi$. The second derivation starts from this chain and does not use that solution.

\subsection{An equation for the edge Green function}

For complex $z$ off the real axis define the edge element
\begin{equation}
G(z)=\langle A_0|(z-H)^{-1}|A_0\rangle .
\end{equation}
A normalizable state $|\psi\rangle$ of energy $E_0$ contributes the term $|\langle A_0|\psi\rangle|^2/(z-E_0)$. The residue at $z=0$ therefore measures the weight of zero-energy bound states on the edge atom.

Let $x_n$ and $y_n$ be the components on $A_n$ and $B_n$ of the vector $(z-H)^{-1}|A_0\rangle$, so that $x_0=G$. The row of $(z-H)$ belonging to $A_0$ reads
\begin{equation}
z x_0+tg\,y_0=1 .
\label{eq:row0}
\end{equation}
The rest of the chain starts at $B_0$ and is driven by $x_0$ through the bond $-tg$. If $F(z)$ is the Green function of this shortened chain at its first site $B_0$, then
\begin{equation}
y_0=-tg\,F\,x_0 .
\label{eq:y0}
\end{equation}
Inserting this in (\ref{eq:row0}) gives $x_0(z-t^2g^2F)=1$, or
\begin{equation}
G=\frac1{z-t^2g^2F}.
\label{eq:GF}
\end{equation}
Now remove $B_0$ in the same way. The bond to what follows is $-t$, and what follows is the chain $A_1,B_1,\dots$, identical to the original one because the sheet is semi-infinite. Its edge Green function is again $G$:
\begin{equation}
F=\frac1{z-t^2G}.
\label{eq:FG}
\end{equation}
Substituting (\ref{eq:FG}) in (\ref{eq:GF}) and multiplying numerator and denominator by $z-t^2G$,
\begin{equation}
G=\frac{z-t^2G}{z(z-t^2G)-t^2g^2}.
\end{equation}
Clearing the denominator gives $z^2G-zt^2G^2-t^2g^2G=z-t^2G$. Collecting powers of $G$ and changing the overall sign,
\begin{equation}
zt^2G^2-\left[z^2+t^2(1-g^2)\right]G+z=0 .
\label{eq:quad}
\end{equation}

The recursion has given the zero-energy edge states and their window, and the Green function of the edge atom has been shown to obey the quadratic equation (\ref{eq:quad}). It remains to choose the correct root and read off the weight at zero energy, to compare the two derivations, and to consider a second edge, second neighbours and electron repulsion.

All numerical values are calculated from the stated model.
